# Residual Power after Adiabatic Transfer between Waveguides with Linear Detuning

Two parallel single-mode waveguides exchange power through their evanescent fields. Their widths change slowly along \(z\), so that the propagation constants \(\beta_1\) and \(\beta_2\) cross at \(z=0\). Light enters guide 1, and most of it should leave in guide 2. The problem is to find how much stays behind.

With fields varying as \(e^{i\beta z-i\omega t}\), let \(|a_1|^2\) and \(|a_2|^2\) be the powers in the guides. The common phase from the mean propagation constant is removed. The coupled-mode equations are then

\[
a_1'=\tfrac{i}{2}\Delta\,a_1+i\kappa a_2,\qquad
a_2'=i\kappa a_1-\tfrac{i}{2}\Delta\,a_2,\qquad
\Delta=\beta_1-\beta_2=\alpha z .
\]

The guides are lossless, reflections are neglected, and the two modes are treated as power-orthogonal. The coupling \(\kappa\) is constant and real; it is taken positive, since a change of sign of \(a_2\) reverses its sign. The algebra uses atomic units (\(\hbar=1\)); numbers are in eV and angstrom.

**(a) Write the device as a two-level problem in time. Which combination of parameters can the residual power depend on if the device is infinitely long?**

*Solution.* In matrix form the equations are

\[
a'=iMa,\qquad M=\begin{pmatrix}\Delta/2&\kappa\\ \kappa&-\Delta/2\end{pmatrix}.
\]

\(M\) is real and symmetric, so \(|a_1|^2+|a_2|^2\) is conserved. Complex conjugation gives \((a^*)'=-iMa^*\). Choose any constant velocity \(v\), put \(z=vt\), and define \(\psi(t)=a^*(vt)\). Then \(d\psi/dt=v(a^*)'\), and

\[
i\frac{d\psi}{dt}=H\psi,\qquad
H=vM=\begin{pmatrix}v^2\alpha t/2&V\\ V&-v^2\alpha t/2\end{pmatrix},\qquad V=v\kappa .
\]

This is the Landau-Zener problem: two levels whose energy difference changes at the rate \(v^2\alpha\), with a constant coupling \(V\). Conjugation leaves the powers unchanged.

For an infinite device, the scaled coordinate \(x=\sqrt{|\alpha|}\,z\) leaves one parameter in the equations,

\[
\nu=\frac{\kappa^2}{|\alpha|}=\frac{V^2}{v^2|\alpha|}.
\]

The velocity cancels. The choice \(v=c\) is convenient because \(c\beta=n\omega\), where \(n\) is the effective index: an index difference times the photon energy is then the detuning energy.

The sign of \(\alpha\) does not matter either. If \(c_1=a_1^*\) and \(c_2=-a_2^*\), conjugating the first equation gives \(c_1'=-\tfrac{i}{2}\Delta c_1+i\kappa c_2\), and the second gives \(c_2'=i\kappa c_1+\tfrac{i}{2}\Delta c_2\). These are the original equations with \(\alpha\to-\alpha\) and the same powers. From here on \(\alpha>0\).

**(b) Reduce the system to one equation for guide 1 and solve it by a contour integral.**

*Solution.* Write \(a_j=b_je^{i\alpha z^2/4}\), so that \(a_j'=(b_j'+\tfrac{i}{2}\alpha z\,b_j)e^{i\alpha z^2/4}\). The detuning term cancels in the first equation and doubles in the second:

\[
b_1'=i\kappa b_2,\qquad b_2'=i\kappa b_1-i\alpha z\,b_2 .
\]

Differentiate the first equation, insert the second, and replace \(i\kappa b_2\) by \(b_1'\):

\[
b_1''+i\alpha z\,b_1'+\kappa^2b_1=0 .
\]

Since \(z\) appears to the first power, an integral over exponentials leads to a first-order equation. Let \(b_1=\int_C g(s)e^{izs}ds\). Then \(b_1''=-\int_C s^2g\,e^{izs}ds\), while integration by parts gives

\[
z b_1'=\int_C sg\,\frac{d}{ds}e^{izs}\,ds=-\int_C (sg)'e^{izs}ds,
\]

provided that \(sg\,e^{izs}\) vanishes at both ends of \(C\). The differential equation holds if \(-s^2g-i\alpha(sg)'+\kappa^2g=0\). With \(h=sg\),

\[
\frac{h'}{h}=\frac{\kappa^2-s^2}{i\alpha s}=-\frac{i\nu}{s}+\frac{is}{\alpha},
\qquad h=s^{-i\nu}e^{is^2/2\alpha}.
\]

Therefore

\[
b_1(z)=\int_C s^{-1-i\nu}\,e^{is^2/2\alpha+izs}\,ds .
\]

For \(s=re^{i\varphi}\) the Gaussian factor has modulus \(e^{-r^2\sin2\varphi/2\alpha}\). Let \(C\) come in from infinity along \(\varphi=-3\pi/4\), circle the origin anticlockwise, and return to infinity along \(\varphi=5\pi/4\). On both arms \(\sin2\varphi=1\), so the end terms vanish for every \(z\). The arms lie on the same ray, but \(s^{-i\nu}\) differs between them, because the origin is a branch point.

**(c) Find this solution far before the crossing. Does it describe light entering guide 1?**

*Solution.* Let \(z=-|z|\). Turn the arms to the negative imaginary axis, so that \(\varphi\) runs from \(-\pi/2\) to \(3\pi/2\). In the sectors swept, \(\sin2\varphi\ge0\) and \(|e^{izs}|=e^{|z|\,\mathrm{Im}\,s}\) decays, so the arcs at infinity contribute nothing.

Now put \(w=izs\), or \(s=iw/|z|\). The argument of \(w\) runs from \(-\pi\) to \(\pi\), and \(\arg s=\arg w+\pi/2\). Then \(ds/s=dw/w\), and

\[
s^{-i\nu}=w^{-i\nu}|z|^{i\nu}e^{-i\nu(i\pi/2)}=w^{-i\nu}|z|^{i\nu}e^{\pi\nu/2}.
\]

The Gaussian exponent becomes \(-iw^2/(2\alpha z^2)\). It tends to zero for fixed \(w\) and is a pure phase on the arms, where \(e^w\) makes the integral converge. Hence

\[
b_1\to |z|^{i\nu}e^{+\pi\nu/2}\,G,\qquad G=\oint w^{-1-i\nu}e^w\,dw .
\]

\(G\) must not vanish. Integration by parts gives \(G=(i\nu)^{-1}\oint w^{-i\nu}e^wdw\), and this loop can be shrunk onto the negative axis, \(w=re^{\mp i\pi}\). The incoming side gives \(e^{-\pi\nu}\Gamma(1-i\nu)\) and the outgoing side \(-e^{\pi\nu}\Gamma(1-i\nu)\), so

\[
G=\frac{2i\sinh(\pi\nu)}{\nu}\,\Gamma(1-i\nu)=\frac{2\pi i}{\Gamma(1+i\nu)}\neq0 .
\]

The last form uses \(\Gamma(1+i\nu)\Gamma(1-i\nu)=\pi\nu/\sinh\pi\nu\), which also shows that neither gamma function is zero.

For guide 2, \(b_2=b_1'/(i\kappa)=\kappa^{-1}\int_C s^{-i\nu}e^{is^2/2\alpha+izs}ds\). The same substitution now leaves a factor \(ds=i\,dw/|z|\), so \(b_2=O(1/|z|)\). All the power is in guide 1 as \(z\to-\infty\), as required.

**(d) Follow the same solution far past the crossing and find the residual power. Check the result for weak coupling.**

*Solution.* For \(z>0\), \(e^{izs}\) decays in the upper half-plane. Completing the square gives

\[
\frac{is^2}{2\alpha}+izs=\frac{i(s+\alpha z)^2}{2\alpha}-\frac{i\alpha z^2}{2},
\]

so there is a saddle at \(s=-\alpha z\). On the line \(s=-\alpha z+re^{i\pi/4}\) the exponential has modulus \(e^{-r^2/2\alpha}\). This line meets the imaginary axis at \(s=i\alpha z\).

Each arm can therefore follow the line between infinity and \(i\alpha z\), and the imaginary axis between \(i\alpha z\) and the origin. No singularity is crossed. The distance from the origin to the line is \(\alpha z/\sqrt2\), so \(|s|^{-1}\le\sqrt2/(\alpha z)\) there, and the two passes over the saddle contribute \(O(1/z)\) to \(b_1\).

What remains is the loop around the origin with its arms on the positive imaginary axis. The incoming arm has moved clockwise from \(-3\pi/4\) to \(-3\pi/2\), and the outgoing arm from \(5\pi/4\) to \(\pi/2\). With \(w=izs\), now \(s=-iw/z\) and \(\arg s=\arg w-\pi/2\). The phase of \(-i\) enters with the opposite sign:

\[
s^{-i\nu}=w^{-i\nu}z^{i\nu}e^{-i\nu(-i\pi/2)}=w^{-i\nu}z^{i\nu}e^{-\pi\nu/2}.
\]

The Gaussian factor again tends to one, and \(b_1\to z^{i\nu}e^{-\pi\nu/2}G\). The phase \(e^{i\alpha z^2/4}\) is even in \(z\), so

\[
\frac{a_1(z)}{a_1(-z)}\to e^{-\pi\nu},\qquad
\boxed{P=\exp\!\left(-\frac{2\pi\kappa^2}{|\alpha|}\right)} .
\]

By conservation of power, \(1-P\) leaves in guide 2. The ratio of amplitudes is real and positive, which part (e) will use.

For weak coupling the formula gives \(1-P\approx2\pi\kappa^2/\alpha\). Perturbation theory gives the same transferred power independently. To first order, light stays in guide 1 with phase \(e^{i\alpha z^2/4}\), and the amplitude collected in guide 2 has modulus

\[
\kappa\left|\int_{-\infty}^{\infty}e^{i\alpha z^2/2}dz\right|=\kappa\sqrt{\frac{2\pi}{\alpha}} .
\]

In the opposite limit, \(\kappa^2\gg\alpha\), the light follows one supermode of the pair, which changes from guide 1 to guide 2 at the crossing. The residual is then exponentially small.

**(e) A real device runs from \(-L/2\) to \(L/2\), and the coupling starts and stops abruptly. How does this change the residual?**

*Solution.* At the ends the supermodes are still slightly mixed, so light in guide 1 excites both. Define

\[
q=\sqrt{\Delta^2/4+\kappa^2},\qquad \cos2\theta=\frac{\Delta}{2q},\qquad \sin2\theta=\frac{\kappa}{q}.
\]

\(M\) has eigenvalues \(\pm q\) with eigenvectors \(u_+=(\cos\theta,\sin\theta)\) and \(u_-=(-\sin\theta,\cos\theta)\). From here \(\theta\) without an argument means its value at the output. At the input \(\Delta\) has the opposite sign, so the angle is \(\pi/2-\theta\), and the input state is

\[
\begin{pmatrix}1\\0\end{pmatrix}=\sin\theta\,u_+-\cos\theta\,u_- .
\]

\(M\) has zero trace, so the transfer matrix between supermode amplitudes is unitary with determinant one. It has the form \(\begin{pmatrix}A&-B^*\\B&A^*\end{pmatrix}\) with \(|A|^2+|B|^2=1\). The output amplitudes are \(A_+=A\sin\theta+B^*\cos\theta\) and \(A_-=B\sin\theta-A^*\cos\theta\). Projection onto guide 1 gives

\[
a_1=\cos\theta\,A_+-\sin\theta\,A_-=\sin2\theta\,\mathrm{Re}A+\cos2\theta\,\mathrm{Re}B-i\,\mathrm{Im}B .
\]

Symmetry removes the imaginary part. Let \(X\) exchange the guides; then \(M(-z)=XM(z)X\). Write the transfer matrix \(U\) in the guide basis as a product of thin slices \(e^{iM(z)\,dz}\), each of them symmetric. Transposing \(U\) reverses their order, which is the same as replacing \(z\) by \(-z\), so \(U^T=XUX\) and \(U_{11}=U_{22}\). Unitarity and unit determinant also give \(U_{22}=U_{11}^*\). Hence \(a_1(L/2)=U_{11}\) is real, and \(B\) is real.

For a long window \(\theta\to0\) and \(a_1\to B\), so part (d) gives \(B\to+\sqrt P\). To estimate the correction to \(B\), use \(u_+'=\theta'u_-\) and \(u_-'=-\theta'u_+\), which give

\[
A_+'=iqA_++\theta'A_-,\qquad A_-'=-iqA_--\theta'A_+,\qquad \theta'=-\frac{\kappa\alpha}{4q^2}.
\]

The missing tails mix amplitudes that rotate against each other at the rate \(2q\). To leading order each tail contributes an amount of size \(|\theta'|/2q\approx\kappa\alpha/\Delta_e^3\), with \(\Delta_e=\alpha L/2\). The two can add, so \(B\) departs from \(\sqrt P\) by up to \(2\kappa\alpha/\Delta_e^3\). Relative to \(\sin2\theta\approx2\kappa/\Delta_e\), this is \(\alpha/\Delta_e^2\). When that ratio is small,

\[
a_1\approx\cos2\theta\,\sqrt P+\sin2\theta\,\sqrt{1-P}\,\cos\chi,\qquad \chi=\arg A .
\]

The phase \(\chi\) changes rapidly with length, so the residual moves within a band. In the adiabatic limit \(P\to0\) and \(A\to e^{i\Phi/2}\), where \(\Phi=\int2q\,dz\) is the phase difference accumulated by the supermodes. Then

\[
|a_1|^2\to\sin^2 2\theta\,\cos^2(\Phi/2),\qquad
\sin^2 2\theta=\frac{4\kappa^2}{\Delta_e^2+4\kappa^2}.
\]

The adiabatic limit requires \(|\theta'|/2q\) to be small throughout the device. Its largest value, reached at the crossing, is \(1/(8\nu)\), so the condition is \(8\nu\gg1\). The residual formula above also neglects \(\sqrt P\) against \(\sin2\theta\), so it needs \(e^{-\pi\nu}\ll\sin2\theta\) as well; this is the stricter demand when the end detuning is large. Lengthening a device with fixed end detunings reduces \(P\) but leaves \(\sin^22\theta\) unchanged.

The cure is to bring the coupling smoothly to zero at both ends, so that \(\theta=0\) there and \(a_1=B\). The coupling should change slowly compared with the phase rate \(2q\). The formula for \(P\) predicts the residual when the coupling is constant through the crossing. A coupling that is curved there gives a different residual, which need not be larger: for the device of part (f), a profile \(\kappa\cos^2(\pi z/L)\) over the whole length leaves 0.038 instead of \(P=0.041\).

**(f) Evaluate the residual for photon energy 0.8 eV, \(V=0.004\) eV, detuning energy from \(-D\) to \(D\) with \(D=0.08\) eV, and \(L=10^7\) angstrom. What length gives \(P=0.01\)?**

*Solution.* These are round model parameters; the index difference at the ends is \(\pm0.08/0.8=\pm0.1\). With \(\hbar c=1973.27\) eV angstrom,

\[
\kappa=\frac{0.004}{1973.27}=2.027\times10^{-6}\ \text{Å}^{-1},\qquad
\alpha=\frac{2(0.08)}{1973.27\times10^7}=8.108\times10^{-12}\ \text{Å}^{-2}.
\]

Thus \(\nu=0.507\), \(2\pi\nu=3.184\), and \(P=e^{-3.184}=0.0414\), or \(-13.8\) dB.

For abrupt ends,

\[
\sin2\theta=\frac{2V}{\sqrt{D^2+4V^2}}=\frac{0.008}{0.0804}=0.0995 .
\]

The amplitude band has centre \(0.995\times0.2035=0.2025\) and half-width \(0.0995\times0.979=0.0974\). The power can therefore lie between 0.011 and 0.090. Direct propagation gives 0.0346 for this length. The condition for the band formula is well met, since \(\alpha/\Delta_e^2=2\hbar c/(DL)=0.005\).

For the smooth case, the coupling is constant over the middle half of the device and falls as a squared cosine to zero at each end. The crossing region \(|\Delta|<2\kappa\) extends over \(|z|<(V/D)L=0.05L\), well inside the constant part. The residual is then 0.0416, within half a per cent of \(P\). The dependence on length at fixed \(D\) is:

| \(L\) (Å) | \(P\) | abrupt | smooth |
|---|---:|---:|---:|
| \(0.5\times10^7\) | 0.2035 | 0.1428 | 0.2037 |
| \(1.0\times10^7\) | 0.0414 | 0.0346 | 0.0416 |
| \(1.5\times10^7\) | 0.0084 | 0.0336 | 0.0084 |
| \(2.0\times10^7\) | 0.0017 | 0.0016 | 0.0017 |

At \(1.5\times10^7\) angstrom the abrupt device leaves four times the Landau-Zener power. The close agreement at \(2\times10^7\) angstrom is a coincidence of phase: the band there reaches from zero to about 0.02.

At \(10^8\) angstrom the exponent is ten times larger, 31.8, and \(P\) is negligible. The abrupt device still leaves 0.0091, against 0.0090 from the adiabatic formula. Its ceiling is \(\sin^22\theta=0.0099\). A length greater by 0.2 per cent lowers the residual to 0.0006, so a small residual at one length is no sign of a robust design.

The opposite extension keeps \(\alpha\) fixed and widens the window. With \(L\) and \(D\) both 16 times larger, the half-width falls to 0.006 and the abrupt residual is 0.0394, close to \(P=0.0414\). The index difference would then be 1.6, so this is a check of the infinite-window limit, not a device proposal.

For the design length, insert \(\alpha=2\Delta_e/L\) into \(\ln(1/P)=2\pi\kappa^2/\alpha=\pi\kappa^2L/\Delta_e\). With \(\kappa=V/c\) and \(\Delta_e=D/c\),

\[
L=\frac{cD\ln(1/P)}{\pi V^2}\quad\text{(atomic units)}.
\]

In eV and angstrom, \(c\) is replaced by \(\hbar c\):

\[
L=\frac{1973.27\times0.08\times4.605}{\pi(0.004)^2}=1.446\times10^7\ \text{Å}=1.446\ \text{mm}.
\]

With the smooth coupling profile, propagation at this length gives a residual of 0.0100. The design formula has a limit. The squared-cosine taper has jumps in \(\kappa''\) at \(|z|=L/4\), and these leave a floor that falls only as a power of the length. The residual follows \(P\) within a few per cent down to \(P\approx10^{-6}\), but at \(10^8\) angstrom it is about \(3\times10^{-12}\), against \(P=1.5\times10^{-14}\). The length varies as \(V^{-2}\), so halving the coupling requires a device four times as long at the same \(D\).

These values belong to the two-mode model. Equal loss in both guides multiplies both powers by the same factor and leaves their ratio unchanged. A uniform amplitude loss \(\gamma\) in guide 2 alone replaces \(z\) by \(z-i\gamma/\alpha\) in the equation of part (b). The power left in guide 1 of an infinite device is still \(P\), but guide 2 then carries less than \(1-P\). Reflections, a third mode, a detuning that is curved across the crossing region, or a coupling that changes with the widths lie outside the derivation; the abrupt-end values depend on the coupling at the ends. The numerical output below lists the values used here and the comparisons with direct propagation.

## Table of computed values

```
photon energy: 0.800 eV
coupling energy V: 0.0040 eV
smallest supermode splitting 2V: 0.0080 eV
end detuning energy D: +/-0.080 eV
end index difference D/photon energy: +/-0.100
device length L: 1.000e+07 angstrom = 1.000 mm
hbar c: 1973.270 eV angstrom
coupling kappa: 2.0271e-06 1/angstrom
detuning slope alpha: 8.1084e-12 1/angstrom^2
nu = kappa^2/alpha: 0.5068
exponent 2 pi nu: 3.1841
Landau-Zener residual P: 0.04141 = -13.83 dB
residual, abrupt ends: 0.03464
residual, abrupt ends, Schrodinger equation: 0.03464
amplitude band centre: 0.2025, half-width: 0.0974
power band, abrupt ends: 0.01104 to 0.08995
scaled ripple found in scan: -0.9977 to 0.9981
residual, smooth coupling: 0.04156
length (angstrom) | Landau-Zener | abrupt ends | smooth coupling
  5.00e+06 | 0.20350 | 0.14276 | 0.20368
  1.00e+07 | 0.04141 | 0.03464 | 0.04156
  1.50e+07 | 0.00843 | 0.03358 | 0.00843
  2.00e+07 | 0.00172 | 0.00164 | 0.00171
fixed slope, wider model window: factor | abrupt residual | half-width
   1 | 0.03464 | 0.09742
   4 | 0.05035 | 0.02447
  16 | 0.03941 | 0.00612
largest adiabatic floor sin^2(2 theta): 0.00990
long abrupt device: length (angstrom) | residual | adiabatic formula
  1.000e+08 | 0.009111 | 0.009023
  1.001e+08 | 0.005176 | 0.005333
  1.002e+08 | 0.000563 | 0.000492
target residual: 0.010
length for target: 1.4463e+07 angstrom = 1.446 mm
residual at that length, smooth coupling: 0.01003
contour solution against propagation, relative error: 3.8e-10
contour asymptote at scaled z = -12, error: 1.3e-03
exponential law, largest relative error: 2.9e-05
```
